# Failure limits from a clean inspection of one billion contacts

**Setting.** A lithographic process prints a square array of contact holes at a pitch of 40 nm. An inspection of $n=10^9$ contacts, a number fixed beforehand, finds no failure. Unless a part says otherwise, the contacts fail independently with the same unknown probability $p$, and the inspection detects every failure without false alarms. Failure probabilities are quoted in parts per billion (ppb), that is, failures per $10^9$ contacts. The allowed error rate is $\alpha=0.05$, and $L=-\ln\alpha=2.9957$.

## Part (a): the limit

**Question.** Find the value $p_U$ above which a clean inspection would have probability less than $\alpha$. Derive a simple approximation for large $n$ and bound its error. Evaluate both the limit and the inspected area.

**Answer.** Each contact works with probability $1-p$. By independence, the probability of no failure is the product

$$P(0|p)=(1-p)^n .$$

This decreases as $p$ increases, so the boundary is the single solution of $(1-p_U)^n=\alpha$:

$$p_U=1-\alpha^{1/n}=1-e^{-u},\qquad u=\frac{L}{n}.$$

For $t>0$ we have $e^{-t}<1$. Integrating from $0$ to $u$ gives $1-e^{-u}<u$. The same inequality holds with $t$ in place of $u$; integrating it once more gives

$$u-1+e^{-u}<\frac{u^2}{2}.$$

Together, the two results are

$$\frac{L}{n}-\frac{L^2}{2n^2}<p_U<\frac{L}{n}.$$

Thus $p_U\simeq L/n$. Relative to $p_U$, the excess of this approximation is about $L/(2n)=1.5\times10^{-9}$, which is negligible here. The limit is

$$p_U=\frac{2.9957}{10^9}\simeq3.0\ \text{ppb}=3.0\times10^{-9}.$$

At this failure probability the expected number of failures is about three, yet a clean inspection still occurs in 5 percent of experiments. The observation therefore does not establish $p=0$, and $p_U$ is an upper limit, not an estimate of $p$.

The array occupies $10^9(40\ \text{nm})^2=1.6\times10^{12}\ \text{nm}^2$, or $1.6\ \text{mm}^2$.

## Part (b): what the 95 percent means

**Question.** A confidence procedure must give a limit for every possible count, not just for zero. Construct such a rule and show that its limit lies below the true $p$ with probability at most $\alpha$. Find the limit after one failure.

**Answer.** Let $X$ be the number of failures, and define

$$F_k(p)=P(X\le k|p)=\sum_{j=0}^{k}\binom nj p^j(1-p)^{n-j}.$$

For $k<n$, choose $U_k$ by $F_k(U_k)=\alpha$, and set $U_n=1$. To see that the root is unique, differentiate one term of the sum. The identities

$$j\binom nj=n\binom{n-1}{j-1},\qquad (n-j)\binom nj=n\binom{n-1}{j}$$

turn its derivative into $n(b_{j-1}-b_j)$, where

$$b_j=\binom{n-1}{j}p^j(1-p)^{n-1-j},\qquad b_{-1}=0.$$

The sum over $j$ telescopes:

$$\frac{dF_k}{dp}=n\sum_{j=0}^{k}(b_{j-1}-b_j)=-n\,b_k<0\qquad(0<p<1).$$

Since $F_k$ falls continuously from 1 at $p=0$ to 0 at $p=1$, it crosses $\alpha$ once. The limits also rise with the count. For $k+1<n$,

$$F_{k+1}(U_k)=\alpha+P(X=k+1|U_k)>\alpha,$$

so $F_{k+1}$ reaches $\alpha$ at a larger $p$. The last limit, $U_n=1$, exceeds all the others.

Now fix the true $p$. If no $U_k$ is below $p$, the procedure cannot miss. Otherwise let $k^*$ be the largest count with $U_{k^*}<p$. A miss happens when $X\le k^*$, and its probability is

$$F_{k^*}(p)<F_{k^*}(U_{k^*})=\alpha .$$

The 95 percent is therefore a guarantee about repeated use of the rule. It is not the probability that this particular $p$ lies below 3.0 ppb.

For one failure, set $x=np$. At large $n$ and fixed $x$, the condition $F_1=\alpha$ becomes

$$(1+x)e^{-x}=0.05.$$

Solving $F_1=\alpha$ numerically at $n=10^9$ gives a limit of 4.74 ppb. The first failure must be reported and this larger limit used. Suppose instead that failed inspections were discarded and new ones made until one was clean. For $0<p<1$ a clean one would eventually occur, and the reported limit would be $p_U$ whatever the value of $p$. For every $p$ between $p_U$ and 1 the statement would then be wrong with probability one.

## Part (c): unequal contacts

**Question.** Suppose the contacts remain independent but have different fixed probabilities $p_i$. What does the clean inspection limit?

**Answer.** Let $\bar p=n^{-1}\sum_i p_i$. The geometric mean of non-negative numbers does not exceed their arithmetic mean, so

$$\left[\prod_{i=1}^{n}(1-p_i)\right]^{1/n}\le\frac1n\sum_{i=1}^{n}(1-p_i)=1-\bar p .$$

Raising both sides to the power $n$ gives

$$P(0)=\prod_i(1-p_i)\le(1-\bar p)^n .$$

If $\bar p>p_U$, the right side is below $\alpha$. The clean result therefore limits the average over the inspected contacts to the same 3.0 ppb. It does not limit each contact separately: a few weak sites could have much larger probabilities. Nor does it limit contacts elsewhere without an assumption connecting them to the inspected ones.

## Part (d): a probability statement about $p$

**Question.** Find the 95 percent Bayesian upper limits for a uniform prior and for the Jeffreys prior, proportional to $p^{-1/2}(1-p)^{-1/2}$.

**Answer.** The posterior density is proportional to the prior times $(1-p)^n$. For the uniform prior its normalized form is $(n+1)(1-p)^n$. The limit $q$ satisfies

$$1-\alpha=\int_0^q(n+1)(1-p)^n\,dp=1-(1-q)^{n+1},$$

and hence $q=1-\alpha^{1/(n+1)}$. At this $n$ it is again 3.0 ppb.

For the Jeffreys prior, the posterior is proportional to $p^{-1/2}(1-p)^{n-1/2}$. Put $p=t^2/n$. Then $p^{-1/2}dp=2\,dt/\sqrt n$, while $(1-t^2/n)^{n-1/2}$ tends to $e^{-t^2}$ at large $n$. The condition becomes

$$1-\alpha=\frac{2}{\sqrt\pi}\int_0^{\sqrt{nq}}e^{-t^2}dt=\operatorname{erf}\!\left(\sqrt{nq}\right).$$

Therefore

$$q\simeq\frac{[\operatorname{erf}^{-1}(0.95)]^2}{n}=1.92\ \text{ppb}.$$

The data are the same in both cases. The second prior gives more weight to small $p$, and the limit moves accordingly. A probability statement about $p$ must name its prior.

## Part (e): what the limit can support

**Question.** If $p\le p_U$, what is the least probability that $M$ further contacts all work? How many clean contacts are needed to demonstrate $p\le0.1$ ppb? How good must a process be to pass the original inspection reliably?

**Answer.** For further independent contacts from the same process,

$$(1-p)^M\ge(1-p_U)^M=\alpha^{M/n}.$$

For $M=10^7$, $10^8$ and $10^9$, this lower bound is 0.970, 0.741 and 0.050. The last value follows directly from $M=n$: a clean billion does not assure another clean billion. These are bounds at the edge of the allowed range, not predicted yields, and they hold provided that $p\le p_U$.

To demonstrate a target $p_0$, we need $(1-p_0)^n\le\alpha$. Taking logarithms and dividing by the negative number $\ln(1-p_0)$ reverses the inequality:

$$n\ge\frac{\ln\alpha}{\ln(1-p_0)}.$$

For $p_0=0.1$ ppb this requires $3.0\times10^{10}$ clean contacts, thirty times the original sample. At the same pitch they occupy about $48\ \text{mm}^2$.

Meeting the target does not mean that a process will pass the test. At $p=1$ ppb, the original inspection is clean with probability $(1-10^{-9})^{10^9}\simeq e^{-1}=0.37$, although this process is three times better than the limit. A chance of passing of at least 95 percent requires a failure probability no larger than

$$p=1-0.95^{1/n}=0.051\ \text{ppb},$$

about 58 times below $p_U$. A zero-failure test protects against accepting a poor process, but it can also reject a process that meets the limit.

## Part (f): missed failures and runs of failures

**Question.** First, let each failure be detected independently with known probability $\eta=0.90$. Separately, restore perfect detection and let failures form runs: after a failed contact, the next one in a line fails with probability $c=0.20$. Find the limit in each case.

**Answer.** With imperfect detection, a clean report can hide $j$ failures if all $j$ are missed. Summing over $j$ with the binomial theorem gives

$$P(0\ \text{seen})=\sum_{j=0}^{n}\binom nj[p(1-\eta)]^j(1-p)^{n-j}=(1-\eta p)^n .$$

Setting this equal to $\alpha$ gives $\eta p=p_U$, so the limit is $p_U/\eta=3.33$ ppb. As $\eta$ falls, the limit rises. A kind of failure that the instrument cannot see has $\eta=0$, and the clean report says nothing about it.

For runs, let $a$ be the probability that a contact fails after a working one. A constant failure probability along the line requires

$$p=pc+(1-p)a,\qquad a=\frac{p(1-c)}{1-p}.$$

The first contact works with probability $1-p$, and each of the next $n-1$ works after a working neighbour with probability $1-a$. Thus

$$P(0)=(1-p)(1-a)^{n-1}.$$

For small $p$ and $n(1-c)\gg1$, $\ln P(0)\simeq-np(1-c)$. Equating this to $-L$ gives

$$p\simeq\frac{L}{n(1-c)}=\frac{2.9957\ \text{ppb}}{0.80}=3.74\ \text{ppb}.$$

The mean run length is $\sum_{j\ge1}j c^{j-1}(1-c)=1/(1-c)=1.25$ contacts. At fixed $p$, runs gather the failures into fewer events, so a clean line becomes more likely and the limit weaker.

## Part (g): variation between fields

**Question.** The contacts are divided equally among $F$ independently sampled exposure fields. The failure probability in a field is $\bar p w$, where $w$ varies randomly between fields, has mean 1 and has variance $v^2$. Find the limit on the population mean $\bar p$ for many fields. Evaluate it for $F=100$ if the mean hole diameter of a field, its critical dimension (CD), has a Gaussian standard deviation $\sigma=0.50$ nm and the failure rate rises tenfold for each $d=1.0$ nm decrease in CD. Compare with a single field.

**Answer.** Let $m=n/F$ and $x=m\bar p$. For a given $w$ and small failure probability, a field is clean with probability $e^{-xw}$. Averaging over independent fields gives

$$P(0)=\left\{E[e^{-xw}]\right\}^F .$$

When $xw$ is small in all but rare fields, a condition stricter than $x\ll1$ if $w$ is widely spread, use $E[w]=1$ and $E[w^2]=1+v^2$:

$$E[e^{-xw}]\simeq1-x+\frac{x^2}{2}(1+v^2).$$

The logarithm of the right side, to second order, is

$$-x+\frac{x^2}{2}(1+v^2)-\frac{x^2}{2}=-x+\frac{v^2x^2}{2}.$$

Setting $F$ times this equal to $-L$ gives $x=L/F+v^2x^2/2$. Replacing $x$ by $L/F$ in the small last term, and using $\bar p=Fx/n$, we find

$$\bar p_U\simeq\frac Ln\left(1+\frac{Lv^2}{2F}\right).$$

For the CD model, the logarithm of the rate has standard deviation

$$s=\frac{\sigma\ln10}{d}=1.151.$$

With $z$ a standard Gaussian variable, $E[e^{sz}]=e^{s^2/2}$. The choice $w=e^{sz-s^2/2}$ therefore has mean 1. Its second moment is $e^{2s^2-s^2}=e^{s^2}$, so $v^2=e^{s^2}-1=2.76$. For 100 fields,

$$\bar p_U\simeq2.9957\left(1+\frac{2.9957\times2.764}{200}\right)=3.12\ \text{ppb}.$$

Evaluating the Gaussian average by numerical quadrature and solving $P(0)=\alpha$ gives 3.11 ppb. For one field, $x$ is not small and the expansion cannot be used; the same numerical solution gives 14.9 ppb. This value depends steeply on $\sigma$: it is about 9 ppb for $\sigma=0.40$ nm and 27 ppb for $\sigma=0.60$ nm. A single field cannot supply $\sigma$, so it must be known from other measurements.

The total number of contacts is held at $10^9$ in this comparison. What changes is the number of independent samples of the field-to-field variation. A single clean field may simply have had large holes. This does not contradict part (c), which limits the average over the inspected contacts; here the limit concerns the population of fields.

## Part (h): transfer to product

**Question.** The product holes are 0.50 nm smaller than the inspected ones. Carry the limit of part (a) to the product, using the CD dependence of part (g), and assess the model for a real contact layer.

**Answer.** With the other conditions of part (a) unchanged, the failure rate is multiplied by

$$10^{0.50/1.0}=3.16.$$

The product limit is therefore $3.16\times3.00=9.5$ ppb. This assumes that the offset and the slope are known; uncertainty in either must be included when the limit is calculated.

The 40 nm pitch and sub-nanometre CD variation are in the rough regime of extreme-ultraviolet contact patterning. The slope, capture probability and run probability are round model values and need measurement for a particular resist, exposure and inspection. A single exponential slope can serve as an approximation for holes that fail to open as they become smaller, but only over the range of CD in which it has been measured. It cannot also describe neighbouring holes that merge as they become larger. Real layers and inspections can depart from the assumptions of part (a): detection may be imperfect, failures may be correlated, and the failure probability may vary. With each effect taken alone, the limit moves from 3.0 ppb to 3.3 ppb for missed failures, 3.7 ppb for runs, 9.5 ppb for the CD offset and 14.9 ppb, now as a limit on the mean over fields, if all contacts come from one field. For these parameters, where the contacts are sampled and how closely they match the product matter more than the error in replacing $p_U$ by $L/n$.
